**Two interface resonances detuned by a bias**

The program examines the transmission T(E) = Γ²t² / |(E + iΓ/2)² − Δ²/4 − t²|² of two interface resonances, where Γ is their full width, t their coupling through the barrier, Δ their detuning and E the energy measured from the mean level. In a symmetric junction with the whole voltage drop between the resonances, Δ = eV. The program asserts the width against lead decimation, the barrier coupling against matrix inversion, and the transmission against wave matching on a full lattice with a tilted barrier. It also asserts the peak positions and heights, the energy integrals, the current formula and an explicit sum over transverse wave vectors. For Γ = 10 meV and t = 0.727 meV, the output shows the mid-energy transmission halved at 6.50 mV and reduced to about 1% of its aligned value at 30 mV. The current through one mode peaks at 5.72 mV and then falls. In a junction with a built-in offset of −20 meV, a bias of 20 mV raises the lattice transmission from 0.00325 to 0.0786. The largest relative deviation between lattice and formula is 4.5%, and it falls to 0.47% when the resonance energies are reduced tenfold.

## Program and output

```python
# Result under test: two interface resonances of full width Gamma, coupled by t
# through a barrier and detuned by Delta, transmit
#   T(E) = Gamma^2 t^2 / |(E + i Gamma/2)^2 - Delta^2/4 - t^2|^2 .
# In a symmetric junction Delta = eV, so a bias of order Gamma/e removes the peak.
# E: energy from the mean level; J: hopping in leads and barrier; U: barrier site
# energy; N: barrier sites; w: resonance-barrier hopping; va, vb: hoppings from a
# resonance to the two legs of a mirror-symmetric lead. Energies are in meV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

J, U, N, w = 1000.0, 3000.0, 4, 200.0
va, vb = 150.0, 50.0
e, h, hbar = const.e, const.h, const.hbar
meV = 1e-3 * e


def lead_width(coupling_a, coupling_b):
    """Width from decimation of a two-leg lead with only its odd band open."""
    rung = 2 * J
    cell = np.array([[-rung, -rung], [-rung, -rung]], dtype=complex)
    z = 0.1j * np.eye(2)
    surface, bulk = cell.copy(), cell.copy()
    a = -J * np.eye(2, dtype=complex)
    b = a.copy()
    for _ in range(40):
        g = np.linalg.inv(z - bulk)
        surface = surface + a @ g @ b
        bulk = bulk + a @ g @ b + b @ g @ a
        a, b = a @ g @ a, b @ g @ b
    v = np.array([coupling_a, coupling_b])
    return -2 * (v @ np.linalg.inv(z - surface) @ v).imag


Gamma = (va - vb)**2 / J
width_numeric = lead_width(va, vb)
width_even = lead_width(100.0, 100.0)
assert abs(width_numeric / Gamma - 1) < 1e-3   # finite imaginary energy
assert abs(width_even) < 5e-3

kappa = np.arccosh(U / (2 * J))
t = w**2 * np.sinh(kappa) / (J * np.sinh((N + 1) * kappa))
level_shift = -w**2 * np.sinh(N * kappa) / (J * np.sinh((N + 1) * kappa))
barrier = U * np.eye(N) - J * (np.eye(N, k=1) + np.eye(N, k=-1))
barrier_green = np.linalg.inv(-barrier)
assert np.isclose(abs(w**2 * barrier_green[0, -1]), t, rtol=1e-10)
assert np.isclose(w**2 * barrier_green[0, 0], level_shift, rtol=1e-10)
assert 2 * t < Gamma


def T_formula(E, D, width=Gamma, coupling=t):
    return (width * coupling)**2 / np.abs(
        (E + 0.5j * width)**2 - D**2 / 4 - coupling**2)**2


def T_matrix(E, D):
    inverse_green = np.array([[E - D / 2 + 0.5j * Gamma, -t],
                              [-t, E + D / 2 + 0.5j * Gamma]])
    return Gamma**2 * abs(np.linalg.inv(inverse_green)[0, 1])**2


for E in (-13.0, 0.0, 4.0):
    for D in (0.0, 7.0, 30.0):
        assert np.isclose(T_matrix(E, D), T_formula(E, D), rtol=1e-10)


def T_lattice(E, eV, scale=1.0, left_offset=0.0):
    """Match scattering waves through leads, resonances and tilted barrier."""
    v = np.sqrt(scale * Gamma * J / 2)
    ws = w * np.sqrt(scale)
    M = N + 2
    ramp = eV / 2 * (1 - 2 * np.arange(M) / (N + 1))
    onsite = ramp + U
    onsite[0] = ramp[0] - scale * level_shift + left_offset
    onsite[-1] = ramp[-1] - scale * level_shift
    hop = np.full(M - 1, J)
    hop[0] = hop[-1] = ws
    kL = np.arccos(-(E - eV / 2) / (2 * J))
    kR = np.arccos(-(E + eV / 2) / (2 * J))
    # unknowns: reflected amplitude, M site amplitudes, transmitted amplitude
    A = np.zeros((M + 2, M + 2), dtype=complex)
    rhs = np.zeros(M + 2, dtype=complex)
    A[0, 0], A[0, 1], rhs[0] = J * np.exp(-1j * kL), -v, -J * np.exp(1j * kL)
    for j in range(M):
        A[j + 1, j + 1] = E - onsite[j]
        if j > 0:
            A[j + 1, j] = hop[j - 1]
        if j < M - 1:
            A[j + 1, j + 2] = hop[j]
    A[1, 0], rhs[1] = v, -v
    A[M, M + 1] = v
    A[M + 1, M], A[M + 1, M + 1] = -v, J * np.exp(-1j * kR)
    x = np.linalg.solve(A, rhs)
    T = abs(x[-1])**2 * np.sin(kR) / np.sin(kL)
    assert abs(abs(x[0])**2 + T - 1) < 1e-8
    return T


def lattice_deviation(scale):
    worst = 0.0
    for eV in (0.0, Gamma, 3 * Gamma):
        for E in np.linspace(-Gamma, Gamma, 21):
            model = T_formula(scale * E, scale * eV, scale * Gamma, scale * t)
            full = T_lattice(scale * E, scale * eV, scale)
            worst = max(worst, abs(full / model - 1))
    return worst


# Constant Gamma and t neglect terms of first order in (resonance energy)/J.
deviation = lattice_deviation(1.0)
deviation_small = lattice_deviation(0.1)
assert deviation < 0.10
assert deviation_small < 0.2 * deviation


def peak(D):
    Omega2, g2 = D**2 / 4 + t**2, Gamma**2 / 4
    if Omega2 <= g2:
        return 0.0, Gamma**2 * t**2 / (g2 + Omega2)**2
    return np.sqrt(Omega2 - g2), 4 * t**2 / (D**2 + 4 * t**2)


def area(D):
    return 4 * np.pi * Gamma * t**2 / (Gamma**2 + 4 * t**2 + D**2)


def mid_ratio(D):
    s = Gamma**2 + 4 * t**2
    return (s / (s + D**2))**2


biases = (0.0, 2.0, 5.0, 10.0, 20.0, 30.0, 50.0)
energy_grid = np.linspace(0, 40, 40001)
for D in biases:
    values = T_formula(energy_grid, D)
    position, height = peak(D)
    assert np.isclose(values.max(), height, rtol=1e-6)
    assert abs(energy_grid[values.argmax()] - position) < 2e-3
    assert np.isclose(T_matrix(0, D) / T_matrix(0, 0), mid_ratio(D), rtol=1e-9)
    integral = 2 * quad(lambda E: T_matrix(E, D), 0, np.inf, limit=300)[0]
    assert np.isclose(integral, area(D), rtol=1e-5)

half_bias = np.sqrt((np.sqrt(2) - 1) * (Gamma**2 + 4 * t**2))
half_root = brentq(lambda D: T_matrix(0, D) - T_matrix(0, 0) / 2, 0, 50)
assert np.isclose(half_bias, half_root, rtol=1e-8)


def window_integral(eV, coupling=t):
    a, g = eV / 2, Gamma / 2
    Om = np.sqrt(a**2 + coupling**2)
    log_part = np.log(((a + Om)**2 + g**2) / ((a - Om)**2 + g**2))
    arc_part = 2 * Om / g * (np.arctan((a + Om) / g) + np.arctan((a - Om) / g))
    return g**2 * coupling**2 / (Om * (Om**2 + g**2)) * (log_part + arc_part)


def window_quad(eV):
    return 2 * quad(lambda E: T_matrix(E, eV), 0, eV / 2, limit=300)[0]


for eV in biases[1:]:
    assert np.isclose(window_integral(eV), window_quad(eV), rtol=1e-7)
to_nA = e / h * meV * 1e9
best = minimize_scalar(lambda x: -window_integral(x), bounds=(0.1, 30),
                       method="bounded", options={"xatol": 1e-8})
V_peak = best.x
assert window_quad(V_peak) > window_quad(0.8 * V_peak)
assert window_quad(V_peak) > window_quad(1.25 * V_peak)
tiny = 1e-4 * Gamma
weak = minimize_scalar(lambda x: -window_integral(x, tiny) / tiny**2,
                       bounds=(0.1, 30), method="bounded",
                       options={"xatol": 1e-8})
# The leading correction to the high-bias law is logarithm/(eV/Gamma).
far = 100 * Gamma
assert abs(window_quad(far) / (2 * np.pi * Gamma * t**2 / far**2) - 1) < 0.05

# Explicit sum over transverse wave vectors for a parabolic interface band.
depth, mass = 400.0, const.m_e
k_F = np.sqrt(2 * mass * depth * meV) / hbar
dq = 0.001
q = (np.arange(1500) + 0.5) * dq
band = depth * (q[:, None]**2 + q[None, :]**2 - 1)
density = mass / (2 * np.pi * hbar**2)


def area_conductance(D):
    return e**2 / h * density * area(D) * meV


for D in (0.0, 10.0, 30.0):
    ring_sum = 4 * T_formula(-band, D).sum() * dq**2 * k_F**2 / (4 * np.pi**2)
    assert np.isclose(e**2 / h * ring_sum, area_conductance(D), rtol=1e-3)

# A built-in mismatch is cancelled by a bias of equal size and opposite effect.
mismatch = -20.0
T_mismatched = T_lattice(-10.0, 0.0, left_offset=mismatch)
T_restored = T_lattice(-10.0, 20.0, left_offset=mismatch)
assert abs(T_restored / T_formula(0, 0) - 1) < 0.10
assert abs(T_mismatched / T_formula(0, 20.0) - 1) < 0.10

print(f"Hopping J = {J:.0f} meV, barrier site energy U = {U:.0f} meV, N = {N}")
print(f"Resonance-barrier hopping w = {w:.0f} meV")
print(f"Lead couplings va = {va:.0f} meV, vb = {vb:.0f} meV")
print(f"Width Gamma, formula = {Gamma:.4f} meV")
print(f"Width Gamma, lead decimation = {width_numeric:.4f} meV")
print(f"Width for va = vb = 100 meV, decimation = {width_even:.4f} meV")
print(f"Decay constant kappa = {kappa:.4f} per site")
print(f"Coupling t = {t:.4f} meV, 2t/Gamma = {2*t/Gamma:.4f}")
print(f"Barrier level shift = {level_shift:.3f} meV")
print(f"Aligned peak transmission = {T_formula(0, 0):.5f}")
print(f"Aligned peak conductance = {e**2/h*T_formula(0, 0)*1e6:.4f} microsiemens")
print("eV (meV) | T(0) | T(0)/T(0,V=0) | T max | |E| of max (meV)")
for D in biases:
    position, height = peak(D)
    print(f"{D:5.1f} | {T_formula(0, D):.6f} | {mid_ratio(D):.5f} | "
          f"{height:.6f} | {position:.3f}")
print("eV (meV) | lattice T(0) | integral of T dE (meV) | current (nA)")
for D in biases:
    current = window_integral(D) * to_nA
    print(f"{D:5.1f} | {T_lattice(0, D):.6f} | {area(D):.5f} | {current:.4f}")
print(f"Detuning that splits the peak = {np.sqrt(Gamma**2-4*t**2):.4f} meV")
print(f"Bias that halves T(0) = {half_bias:.4f} mV")
print(f"Detuning that halves the area = {np.sqrt(Gamma**2+4*t**2):.4f} meV")
print(f"Bias of maximum current = {V_peak:.4f} mV")
print(f"Maximum current = {window_integral(V_peak)*to_nA:.4f} nA")
print(f"Weak-coupling limit of eV/Gamma at maximum current = {weak.x/Gamma:.4f}")
print(f"Largest lattice deviation = {100*deviation:.2f} percent")
print(f"Same, resonance energies / 10 = {100*deviation_small:.3f} percent")
print(f"Interface band: free-electron mass, depth = {depth:.0f} meV")
print(f"Interface band density = {density*meV:.4e} per meV per m^2 per spin")
for D in (0.0, 10.0, 30.0):
    print(f"Conductance per area and spin, mismatch {D:.0f} meV = "
          f"{area_conductance(D):.4e} S/m^2")
print(f"Built-in left offset = {mismatch:.0f} meV, probe energy = -10 meV")
print(f"Lattice T with offset, no bias = {T_mismatched:.6f}")
print(f"Lattice T with offset, bias 20 mV = {T_restored:.6f}")
print("finished without a failed check")
```

Running it gives:

```
Hopping J = 1000 meV, barrier site energy U = 3000 meV, N = 4
Resonance-barrier hopping w = 200 meV
Lead couplings va = 150 meV, vb = 50 meV
Width Gamma, formula = 10.0000 meV
Width Gamma, lead decimation = 9.9998 meV
Width for va = vb = 100 meV, decimation = 0.0003 meV
Decay constant kappa = 0.9624 per site
Coupling t = 0.7273 meV, 2t/Gamma = 0.1455
Barrier level shift = -15.273 meV
Aligned peak transmission = 0.08116
Aligned peak conductance = 3.1441 microsiemens
eV (meV) | T(0) | T(0)/T(0,V=0) | T max | |E| of max (meV)
  0.0 | 0.081158 | 1.00000 | 0.081158 | 0.000
  2.0 | 0.075155 | 0.92603 | 0.075155 | 0.000
  5.0 | 0.052374 | 0.64534 | 0.052374 | 0.000
 10.0 | 0.020716 | 0.25526 | 0.020719 | 0.727
 20.0 | 0.003357 | 0.04136 | 0.005261 | 8.691
 30.0 | 0.000843 | 0.01038 | 0.002345 | 14.161
 50.0 | 0.000125 | 0.00154 | 0.000846 | 24.506
eV (meV) | lattice T(0) | integral of T dE (meV) | current (nA)
  0.0 | 0.081158 | 0.65090 | 0.0000
  2.0 | 0.075142 | 0.62636 | 5.6970
  5.0 | 0.052327 | 0.52288 | 9.4138
 10.0 | 0.020670 | 0.32885 | 7.7016
 20.0 | 0.003345 | 0.13237 | 3.3103
 30.0 | 0.000839 | 0.06633 | 1.6387
 50.0 | 0.000124 | 0.02554 | 0.6080
Detuning that splits the peak = 9.8936 meV
Bias that halves T(0) = 6.5037 mV
Detuning that halves the area = 10.1052 meV
Bias of maximum current = 5.7231 mV
Maximum current = 9.5187 nA
Weak-coupling limit of eV/Gamma at maximum current = 0.5646
Largest lattice deviation = 4.54 percent
Same, resonance energies / 10 = 0.466 percent
Interface band: free-electron mass, depth = 400 meV
Interface band density = 2.0887e+15 per meV per m^2 per spin
Conductance per area and spin, mismatch 0 meV = 5.2668e+10 S/m^2
Conductance per area and spin, mismatch 10 meV = 2.6609e+10 S/m^2
Conductance per area and spin, mismatch 30 meV = 5.3668e+09 S/m^2
Built-in left offset = -20 meV, probe energy = -10 meV
Lattice T with offset, no bias = 0.003250
Lattice T with offset, bias 20 mV = 0.078649
finished without a failed check
```
